# Self-absorption of a white line in fluorescence yield, and its correction: a program that tests the result

```python
# Fluorescence-yield self-absorption in a thick, flat, homogeneous sample.
# Result under test:
#   y = x / (1 - s + s*x),   x = y*(1 - s) / (1 - s*y),
#   s = mu_n / (mu_n + mu_b + g*mu_f),   g = sin(theta_in)/sin(theta_out)
# x: true core-level absorption divided by its post-edge value mu_n
# y: measured fluorescence divided by its post-edge value
# mu_b: other absorption at the incident energy; mu_f: absorption of the
# fluorescence. Angles are measured from the surface. SI units; energies in eV.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

mu_n, mu_b, mu_f = 1.5e5, 1.0e5, 2.0e5
x_peak = 2.5
excess = x_peak - 1.0


def layer_yield(mu_a, mu_other, t_in, t_out, depth=None, layers=40000):
    """Detected fraction by explicit layer-by-layer attenuation."""
    mu_total = mu_a + mu_other
    if depth is None:
        depth = 40.0 * np.sin(t_in) / mu_total
    edges = np.linspace(0.0, depth, layers + 1)
    arriving = np.exp(-mu_total * edges / np.sin(t_in))
    absorbed = arriving[:-1] - arriving[1:]
    middle = 0.5 * (edges[:-1] + edges[1:])
    escape = np.exp(-mu_f * middle / np.sin(t_out))
    return np.sum(absorbed * escape) * mu_a / mu_total


def layer_ratio(x, t_in, t_out, depth=None):
    return (layer_yield(x * mu_n, mu_b, t_in, t_out, depth)
            / layer_yield(mu_n, mu_b, t_in, t_out, depth))


def strength(t_in, t_out):
    g = np.sin(t_in) / np.sin(t_out)
    return mu_n / (mu_n + mu_b + g * mu_f)


def damp(x, s):
    return x / (1 - s + s * x)


def correct(y, s):
    return y * (1 - s) / (1 - s * y)


print("Model: mu_n, mu_b, mu_f = %.2e %.2e %.2e 1/m" % (mu_n, mu_b, mu_f))
print("True white-line height x = %.2f" % x_peak)

# Geometry table: beam and detector directions at 90 degrees.
print("theta_in/deg  g  s  peak y  retained excess")
rows = []
for degrees in (10, 30, 45, 60, 80, 85):
    t_in, t_out = np.radians(degrees), np.radians(90 - degrees)
    s = strength(t_in, t_out)
    y = damp(x_peak, s)
    retained = (1 - s) / (1 + s * excess)
    y_layers = layer_ratio(x_peak, t_in, t_out)
    assert abs(layer_yield(mu_n, mu_b, t_in, t_out) / s - 1) < 1e-5
    assert abs(y_layers - y) < 2e-5
    assert abs((y_layers - 1) / excess - retained) < 2e-5
    rate = (mu_n + mu_b) / np.sin(t_in) + mu_f / np.sin(t_out)
    thick = np.log(1000.0) / rate
    finite = layer_yield(mu_n, mu_b, t_in, t_out, thick)
    assert abs(finite / (s * (1 - np.exp(-rate * thick))) - 1) < 1e-5
    assert abs(layer_ratio(x_peak, t_in, t_out, thick) / y - 1) < 1.1e-3
    width = np.sqrt(1 + s * excess)
    rows.append((degrees, width, (1 - s) / width, thick * 1e6))
    print("%d  %.4f  %.4f  %.4f  %.4f" % (degrees, y * 0 + np.tan(t_in),
                                          s, y, retained))
print("theta_in/deg  width factor  area factor  depth/um (exp(-tau)=0.001)")
for row in rows:
    print("%d  %.4f  %.4f  %.2f" % row)

# Limits, all taken from the layer sum.
a45 = np.radians(45)
s45 = strength(a45, a45)
y45 = damp(x_peak, s45)
tiny = np.radians(0.01)
s_max = mu_n / (mu_n + mu_b)
assert abs(layer_yield(mu_n, mu_b, tiny, np.pi / 2 - tiny) - s_max) < 2e-4
assert abs(layer_ratio(1e6, a45, a45) - 1 / s45) < 1e-4
assert abs(layer_ratio(x_peak, a45, a45, 1e-9) - x_peak) < 1e-3
dilute = (layer_yield(x_peak * 1e-3 * mu_b, mu_b, a45, a45)
          / layer_yield(1e-3 * mu_b, mu_b, a45, a45))
assert abs(dilute - x_peak) < 2e-3
small = 1e-3
slope = (layer_ratio(1 + small, a45, a45)
         - layer_ratio(1 - small, a45, a45)) / (2 * small)
assert abs(slope - (1 - s45)) < 1e-4
print("Grazing incidence: s limit = %.4f, peak y = %.4f"
      % (s_max, damp(x_peak, s_max)))
print("45 deg: saturation value 1/s = %.4f" % (1 / s45))
print("45 deg: weak-oscillation factor 1-s = %.4f" % (1 - s45))

# Lorentzian excess on a flat continuum: width and area of the damped line.
# Detuning t is measured in true half-widths.
def damped_excess(t):
    return layer_ratio(1 + excess / (1 + t * t), a45, a45) - 1


height = damped_excess(0.0)
half_width = brentq(lambda t: damped_excess(t) - height / 2, 0.1, 5.0)
assert abs(half_width - np.sqrt(1 + s45 * excess)) < 1e-4
for t in (0.5, 2.0, 4.0):
    assert abs(damped_excess(t) - height / (1 + (t / half_width)**2)) < 1e-4
phi = (np.arange(40) + 0.5) * np.pi / 40 - np.pi / 2
area = sum(damped_excess(np.tan(p)) / np.cos(p)**2 for p in phi) * np.pi / 40
area_factor = (1 - s45) / np.sqrt(1 + s45 * excess)
assert abs(area / (np.pi * excess) - area_factor) < 1e-4

# Photon Monte Carlo: isotropic emission into a band of exit directions.
rng = np.random.default_rng(12)
photons, yield_per_hole = 4_000_000, 0.3
u_low, u_high = 0.6, 0.8
depths = rng.exponential(np.sin(a45) / (mu_n + mu_b), photons)
emits = rng.random(photons) < mu_n / (mu_n + mu_b)
emits &= rng.random(photons) < yield_per_hole
u = rng.uniform(-1.0, 1.0, photons)
seen = emits & (u > u_low) & (u < u_high)
free_path = rng.exponential(1 / mu_f, np.count_nonzero(seen))
counts = np.count_nonzero(free_path > depths[seen] / u[seen])
band = quad(lambda v: strength(a45, np.arcsin(v)), u_low, u_high)[0]
expected = photons * yield_per_hole * band / 2
assert abs(counts - expected) < 5 * np.sqrt(expected)
print("Monte Carlo counts: %d, formula: %.0f" % (counts, expected))

# Correction at 45 degrees and propagation of errors.
noise_gain = (1 - s45 + s45 * x_peak)**2 / (1 - s45)
s_gain = x_peak * excess / (1 - s45)
h = 1e-5
dy_num = (correct(y45 + h, s45) - correct(y45 - h, s45)) / (2 * h)
ds_num = (correct(y45, s45 + h) - correct(y45, s45 - h)) / (2 * h)
assert abs(dy_num - noise_gain) < 1e-6
assert abs(ds_num - s_gain) < 1e-6
print("45 deg: peak y = %.4f, corrected x = %.4f"
      % (y45, correct(layer_ratio(x_peak, a45, a45), s45)))
print("45 deg: dx/dy = %.4f, dx/ds = %.4f" % (noise_gain, s_gain))
print("Error 0.01 in y gives first-order error %.4f in x"
      % (0.01 * noise_gain))
print("s too large by 0.02: corrected x = %.4f (first order %.4f)"
      % (correct(y45, s45 + 0.02), x_peak + 0.02 * s_gain))

# Simulated edge: arctangent step plus Lorentzian; mu_b falls as energy**-3.
edge, line_width = 10000.0, 5.0
energy = np.arange(edge - 20, edge + 101, 1.0)
shift = 2 * (energy - edge) / line_width
line = 2 * (energy - edge - 2.0) / line_width
profile = 0.5 + np.arctan(shift) / np.pi + 1.8 / (1 + line**2)
x_true = profile / profile[-1]
other = mu_b * (energy / energy[-1])**-3
signal = np.array([layer_yield(mu_n * xt, mb, a45, a45)
                   for xt, mb in zip(x_true, other)])
y_data = signal / signal[-1]
x_constant = correct(y_data, s45)
x_general = x_constant * (other + mu_f) / (mu_b + mu_f)
assert np.max(np.abs(x_general - x_true)) < 5e-5
top = np.argmax(x_true)
print("Model edge %.0f eV, normalised at %.0f eV, width %.1f eV"
      % (edge, energy[-1], line_width))
print("Peak at %.0f eV: true x = %.4f, measured y = %.4f"
      % (energy[top], x_true[top], y_data[top]))
print("Corrected with constant mu_b: %.4f" % x_constant[top])
print("Corrected with varying mu_b: %.4f" % x_general[top])

# Finite aperture at grazing exit: 80 deg incidence, exit 5 to 15 deg.
t80, t10 = np.radians(80), np.radians(10)


def aperture_signal(x):
    def integrand(v):
        return x * mu_n / (x * mu_n + mu_b + np.sin(t80) / v * mu_f)
    return quad(integrand, np.sin(np.radians(5)), np.sin(np.radians(15)))[0]


y_aperture = aperture_signal(x_peak) / aperture_signal(1.0)
s80 = strength(t80, t10)
print("80 deg, exit 5-15 deg: peak y = %.4f (point detector %.4f)"
      % (y_aperture, damp(x_peak, s80)))
print("Corrected with the central angle: x = %.4f"
      % correct(y_aperture, s80))
print("all tests passed")
```

Printed output:

```
Model: mu_n, mu_b, mu_f = 1.50e+05 1.00e+05 2.00e+05 1/m
True white-line height x = 2.50
theta_in/deg  g  s  peak y  retained excess
10  0.1763  0.5258  1.3976  0.2651
30  0.5774  0.4104  1.5474  0.3649
45  1.0000  0.3333  1.6667  0.4444
60  1.7321  0.2515  1.8152  0.5435
80  5.6713  0.1084  2.1505  0.7670
85  11.4301  0.0591  2.2963  0.8642
theta_in/deg  width factor  area factor  depth/um (exp(-tau)=0.001)
10  1.3374  0.3545  4.20
30  1.2711  0.4638  9.45
45  1.2247  0.5443  10.85
60  1.1736  0.6378  10.03
80  1.0782  0.8270  4.91
85  1.0434  0.9017  2.71
Grazing incidence: s limit = 0.6000, peak y = 1.3158
45 deg: saturation value 1/s = 3.0000
45 deg: weak-oscillation factor 1-s = 0.6667
Monte Carlo counts: 39833, formula: 39753
45 deg: peak y = 1.6667, corrected x = 2.5000
45 deg: dx/dy = 3.3750, dx/ds = 5.6250
Error 0.01 in y gives first-order error 0.0337 in x
s too large by 0.02: corrected x = 2.6216 (first order 2.6125)
Model edge 10000 eV, normalised at 10100 eV, width 5.0 eV
Peak at 10002 eV: true x = 2.5320, measured y = 1.6688
Corrected with constant mu_b: 2.5072
Corrected with varying mu_b: 2.5320
80 deg, exit 5-15 deg: peak y = 2.1403 (point detector 2.1505)
Corrected with the central angle: x = 2.4846
all tests passed
```
